# Overlayer thickness from a photoelectron intensity ratio with a shared attenuation length

## 1. Situation and definitions

A film a few nanometres thick has been grown on a wafer, and X-rays eject core electrons from both film and substrate. As the film thickens, its own photoelectron line grows and the substrate line fades. The task is to turn the ratio of the two line intensities into a thickness.

Let \(I_o\) be the intensity of a line emitted by the overlayer and \(I_s\) that of a line emitted by the substrate. Define

\[
R=\frac{I_o}{I_s},\qquad R_0=\frac{I_o^\infty}{I_s^\infty}.
\]

The superscript \(\infty\) denotes a thick, clean, pure reference sample: film material for \(I_o^\infty\), bare substrate for \(I_s^\infty\). All intensities are on one scale, with the same X-ray flux, analysed area and analyser settings. The emission angle \(\theta\) is measured from the surface normal. Write \(c=\cos\theta\).

The model assumes a flat film of uniform thickness \(d\), a sharp interface, a substrate much thicker than the escape depth, straight electron paths, negligible X-ray attenuation over the escape depth, and a narrow analyser acceptance. The attenuation length \(L\) is the path over which the unscattered line intensity falls by a factor \(e\). Both lines have the same \(L\) **inside the film**. Then

\[
\boxed{d=L\cos\theta\,\ln\!\left(1+\frac{R}{R_0}\right)}
\]

## 2. Derivation

An electron starting at depth \(z\) in the film travels a path \(z/c\) to the surface, so it stays in its line with probability \(e^{-z/(Lc)}\). Let \(y_o\) be the detected yield per unit depth before attenuation. A thick film gives

\[
I_o^\infty=y_o\int_0^\infty e^{-z/(Lc)}\,dz=y_oLc .
\]

The bare substrate, with yield \(y_s\) and its own attenuation length \(L_{\rm sub}\), gives \(I_s^\infty=y_sL_{\rm sub}c\). Hence

\[
R_0=\frac{y_oL}{y_sL_{\rm sub}} .
\]

The cosine cancels, so \(R_0\) is independent of angle in this model. The length \(L_{\rm sub}\) need not equal \(L\), because a measured \(R_0\) already contains it.

For the film of thickness \(d\), set \(x=d/(Lc)\). The integral now stops at \(d\):

\[
I_o=y_o\int_0^d e^{-z/(Lc)}\,dz=y_oLc\,(1-e^{-x})=I_o^\infty(1-e^{-x}).
\]

Every detected substrate electron crosses the whole film, whatever its starting depth in the substrate. The film therefore multiplies the bare signal by one common factor:

\[
I_s=I_s^\infty e^{-x}.
\]

The normalized signals \(I_o/I_o^\infty\) and \(I_s/I_s^\infty\) add up to one. Dividing the two results,

\[
\frac{R}{R_0}=\frac{1-e^{-x}}{e^{-x}}=e^x-1 .
\]

The right side rises steadily from zero with \(x\), so each positive ratio belongs to one thickness. Adding one, taking the logarithm and multiplying by \(Lc\) gives the boxed formula.

For a thin film, \(e^x-1\approx x\), so \(d\approx LcR/R_0\): the ratio counts film material. For a thick film the one in the logarithm is negligible and \(d\approx Lc\ln(R/R_0)\): the ratio measures the fading of the substrate.

The inversion was tested on signals summed over depth in layered samples, with \(d=0.3\), 2 and 6 nm at \(0^\circ\), \(30^\circ\) and \(60^\circ\), each with and without a 0.5 nm contamination layer. The largest thickness error was \(7\times10^{-7}\) nm. This confirms the algebra within the model, not the model itself.

## 3. Worked example

Take \(L=3.0\) nm, \(L_{\rm sub}=2.5\) nm, \(y_o/y_s=0.75\), \(\theta=30^\circ\) and \(R=1.50\). Then

\[
R_0=0.75\times\frac{3.0}{2.5}=0.900,\qquad \frac{R}{R_0}=1.6667,
\]

\[
d=(3.0\ \text{nm})(0.8660)\ln(2.6667)=(2.598\ \text{nm})(0.9808)=2.548\ \text{nm}.
\]

The substrate line retains \(1/2.6667=0.375\) of its bare intensity, and the film line has reached 0.625 of its thick-film value. If the film took 25 deposition cycles, the average growth is 0.102 nm per cycle. One thickness cannot show whether growth was steady from the first cycle.

These round parameters are meant for an oxide film grown by atomic layer deposition on a semiconductor and measured with a laboratory Al K-alpha source. Attenuation lengths of roughly 2 to 4 nm and growth of roughly 0.1 nm per cycle are typical there, so neither number is unusual. Real samples can break the assumptions of uniform thickness and straight paths. At \(30^\circ\), the islands computed in Section 6 move the reported thickness by \(-0.38\) nm, and the isotropic elastic scattering computed in Section 7 for \(\omega=0.15\) moves it by \(+0.30\) nm. The third decimal of \(d\) therefore serves to follow the arithmetic and is not an accuracy claim.

## 4. Contamination and measurement errors

Suppose a uniform contamination layer of thickness \(t\) lies on the film, and both lines share a length \(L_c\) in it. Both intensities acquire the factor \(e^{-t/(L_cc)}\), which cancels from \(R\). With clean references, \(R_0\) is unchanged and the formula still returns \(d\).

A thickness taken from the substrate line alone has no such protection:

\[
-Lc\ln\frac{I_s}{I_s^\infty}
=-Lc\left(-\frac{d}{Lc}-\frac{t}{L_cc}\right)
=d+\frac{L}{L_c}\,t .
\]

For \(t=0.5\) nm and \(L_c=3.5\) nm this gives 2.977 nm, while the ratio still gives 2.548 nm.

To see how errors propagate, differentiate the boxed formula with respect to \(R\):

\[
\frac{\partial d}{\partial R}=\frac{Lc}{R_0}\,\frac{1}{1+R/R_0}=\frac{Lc}{R+R_0},
\qquad
\delta d=Lc\,\frac{R}{R+R_0}\,\frac{\delta R}{R}.
\]

Since \(d\) depends on \(R/R_0\), a small relative error in \(R_0\) has the same coefficient with the opposite sign. If \(R_0\) is measured and so does not depend on the assumed \(L\), an error in \(L\) enters in proportion. Also, \(\partial d/\partial\theta=-d\tan\theta\), with \(\theta\) in radians. In the example the coefficient of \(\delta R/R\) is \(2.598\times1.5/2.4=1.624\) nm. Re-evaluating the formula with one input changed at a time gives:

- \(R\) higher by 2 %: \(+0.032\) nm
- \(R_0\) higher by 5 %: \(-0.078\) nm
- \(L\) higher by 10 %, \(R_0\) fixed: \(+0.255\) nm (only \(+0.088\) nm if \(R_0\) is recalculated from \(L\) as in Section 3)
- \(\theta\) higher by \(1^\circ\): \(-0.026\) nm

Of these assumed errors, the one in \(L\) dominates. If \(R_0\) is measured, and \(L\) and \(\theta\) are wrong but constant through a growth run, all thicknesses carry one common factor, so their ratios remain correct.

Counting noise limits thick films. When \(x\) is large, \(R/(R+R_0)\to1\) and the few substrate counts dominate the noise. If the bare substrate would give \(N\) counts, the covered one gives \(Ne^{-x}\), with relative Poisson error \(e^{x/2}/\sqrt N\). Without background,

\[
\delta d\approx Lc\,\frac{e^{x/2}}{\sqrt N}.
\]

The error grows exponentially with thickness. A smaller emission angle reduces \(x\) and extends the usable range.

## 5. When the attenuation lengths differ

Attenuation length depends on kinetic energy, so two lines of different energy generally have different lengths in the film. Call them \(L_o\) and \(L_s\). The integrals of Section 2 then give

\[
\frac{R}{R_0}=e^{d/(L_sc)}\left[1-e^{-d/(L_oc)}\right],
\]

where the film reference in \(R_0\) now contains \(L_o\).

Could a single \(L\) in the boxed formula still serve every thickness? For \(d\to0\) the true ratio tends to \(d/(L_oc)\), whereas the formula assumes \(d/(Lc)\); this requires \(L=L_o\). For large \(d\) the true ratio grows as \(e^{d/(L_sc)}\), whereas the formula assumes \(e^{d/(Lc)}\); this requires \(L=L_s\). Both hold only if \(L_o=L_s\), so the shared length is a necessary condition.

Suppose the formula is given \(L=L_s\). The reported thickness is

\[
d_{\rm rep}=L_sc\ln\!\left\{1+e^{d/(L_sc)}\left[1-e^{-d/(L_oc)}\right]\right\}.
\]

Taking \(e^{d/(L_sc)}\) out of the braces gives

\[
d_{\rm rep}=d+L_sc\ln\!\left[1+e^{-d/(L_sc)}-e^{-d/(L_oc)}\right].
\]

The correction vanishes for thick films. For thin films \(d_{\rm rep}/d\to L_s/L_o\).

With \(L_o=2.7\) nm and \(L_s=3.0\) nm, \(R_0\) becomes 0.810. A film of true thickness 2.548 nm is reported as 2.647 nm, about 4 % too thick. The error relative to true thickness is \(+11.1\) % at 0.01 nm, a formal limit below one atomic layer, and \(+0.19\) % at 10 nm. An implementation with known unequal lengths should solve the two-length equation numerically for \(d\). Its right side increases with \(d\), being a product of two increasing positive factors, so a bracketed root search finds the single solution.

## 6. Non-uniform films

Let the local thickness \(h\) vary across the analysed area, with locally flat patches and no shadowing between them. Angle brackets denote an area average, and \(T=\langle e^{-h/(Lc)}\rangle\). Adding the signals of all patches gives \(I_o=I_o^\infty(1-T)\) and \(I_s=I_s^\infty T\). Therefore

\[
1+\frac{R}{R_0}=1+\frac{1-T}{T}=\frac1T,\qquad d_{\rm rep}=-Lc\ln T .
\]

The exponential is convex, so \(T\ge e^{-\langle h\rangle/(Lc)}\) and \(d_{\rm rep}\le\langle h\rangle\). Thin patches transmit more extra substrate signal than equally thicker patches remove.

For small variations write \(h=\langle h\rangle+\eta\), with \(\langle\eta\rangle=0\) and \(\langle\eta^2\rangle=\sigma^2\). To second order,

\[
T\approx e^{-\langle h\rangle/(Lc)}\left[1+\frac{\sigma^2}{2L^2c^2}\right],
\qquad
d_{\rm rep}\approx\langle h\rangle-\frac{\sigma^2}{2Lc}.
\]

If half the area is 0.5 nm thinner than the mean and half is 0.5 nm thicker, the example film is reported 0.048 nm too thin.

Islands have a larger effect. Let them cover 0.8 of the area with height 3.185 nm, which keeps the mean at 2.548 nm. Then

\[
T=0.2+0.8\,e^{-3.185/(3.0c)} .
\]

The reported thickness is 2.223 nm at \(0^\circ\), 2.164 nm at \(30^\circ\) and 1.828 nm at \(60^\circ\).

This fall with angle is general for non-uniform films in this patch model. Put \(s=1/(Lc)\) and \(\Phi(s)=-\ln\langle e^{-sh}\rangle\), so that \(d_{\rm rep}=\Phi(s)/s\). The second derivative of \(\Phi\) is minus the variance of \(h\) taken with weight \(e^{-sh}\), so \(\Phi\) is concave. Since \(\Phi(0)=0\), the ratio \(\Phi(s)/s\) decreases as \(s\), and hence \(\theta\), increases. With a correct \(R_0\) and equal attenuation lengths, a uniform film gives the same \(d\) at every angle, so measurements at several angles test uniformity, provided other angular effects are smaller. An error in \(R_0\) can imitate non-uniformity: if \(R_0\) is taken 20 % too low, the reported thickness of the uniform example film falls by about 4 % between \(0^\circ\) and \(60^\circ\).

## 7. Elastic scattering and the choice of \(L\)

An elastically scattered electron keeps its energy and can still be counted in the line, but its path is no longer straight. The inelastic mean free path is then not the right length for the formula. A transport model with isotropic scattering shows the size of the difference.

Let \(L\) now be the inelastic mean free path and \(\omega\) the fraction of collisions that are elastic in this isotropic model. Real elastic collisions are far more frequent but mostly deflect the electron only slightly. For a real film, \(\omega\) can therefore be estimated roughly as \(L/(L+\lambda_{\rm tr})\), where \(\lambda_{\rm tr}\) is the transport mean free path, which is much longer than the elastic one. This replacement is approximate: forward-peaked scattering of Henyey–Greenstein form with a mean deflection cosine of 0.85 and the same \(\lambda_{\rm tr}\) raises the thicknesses reported below by about 0.005, 0.04 and 0.07 nm at \(0^\circ\), \(30^\circ\) and \(60^\circ\). A screened Rutherford form with the same mean cosine changes these shifts by up to about 0.01 nm. Inelastic collisions are the fraction \(1-\omega\), so the total mean free path is \(L(1-\omega)\). Measure depth \(t\) in that unit. Let \(F(t)\) be the escape signal in direction \(\mu=\cos\theta\) from an isotropic source at depth \(t\), normalized so that direct escape contributes \(e^{-t/\mu}\). An elastic collision acts as a new isotropic source, hence

\[
F=e^{-t/\mu}+\omega KF,\qquad (KF)(t)=\int_0^\infty k(|t-t'|)F(t')\,dt',
\]

\[
k(u)=\frac12\int_0^1 e^{-u/\nu}\,\frac{d\nu}{\nu}.
\]

Here \(k\) is the distribution of the first collision in depth, averaged over starting directions. Assume the same \(\omega\) in film and substrate. For a film of optical thickness \(\tau=d/[L(1-\omega)]\), \(R/R_0\) is the integral of \(F\) from 0 to \(\tau\) divided by that from \(\tau\) to infinity.

The thin-film limit needs \(N=\int_0^\infty F\,dt\). Differentiating the equation for \(F\) gives

\[
F'=-\frac1\mu e^{-t/\mu}+\omega F(0)k(t)+\omega KF' .
\]

Let \(G\) solve \(G=\omega k+\omega KG\), and let \(g=\int_0^\infty G\,dt\). By linearity \(F'=-F/\mu+F(0)G\). Integrating over depth gives \(-F(0)=-N/\mu+F(0)g\), or \(N=\mu F(0)(1+g)\).

To find \(g\), let \(S=1+\omega KS\). Deep inside, \(S\to1/(1-\omega)\). The same differentiation gives \(S'=S(0)G\). Integrating over depth gives \(1/(1-\omega)-S(0)=S(0)g\), or \(1/(1-\omega)=S(0)(1+g)\). Because \(K\) is symmetric, \(g=\int G\,dt=\omega\int kS\,dt=S(0)-1\). Thus \((1+g)^2=1/(1-\omega)\) and

\[
N=\frac{\mu F(0)}{\sqrt{1-\omega}},\qquad
\frac{R}{R_0}\approx\frac{F(0)\tau}{N}=\frac{d}{L\sqrt{1-\omega}\,\cos\theta}.
\]

In this isotropic model a very thin film therefore needs the effective length \(L\sqrt{1-\omega}\) in place of \(L\). For \(\omega=0.15\), a round value, this is 2.766 nm instead of 3.0 nm. Its independence of angle belongs to isotropic scattering: with the Henyey–Greenstein form above, the thin-film length is about 2.87, 2.85 and 2.74 nm at \(0^\circ\), \(30^\circ\) and \(60^\circ\).

Solving the equation numerically for the film of true thickness 2.548 nm, and inserting 3.0 nm in the boxed formula, gives 2.856, 2.847 and 2.779 nm at \(0^\circ\), \(30^\circ\) and \(60^\circ\). Halving the depth step changes these by less than \(4\times10^{-5}\) nm. At \(30^\circ\) the error is \(+0.30\) nm, or 12 % of the true thickness, and the length that restores the true value is

\[
L_{\rm eff}=3.0\times\frac{2.548}{2.847}=2.685\ \text{nm}.
\]

An implementation should therefore use an effective attenuation length suited to the film, line energy, angle and thickness range. In the isotropic model the reported thickness falls by about 3 % between \(0^\circ\) and \(60^\circ\), against 18 % for the islands of Section 6. With the Henyey–Greenstein form described above, the values are 2.861, 2.888 and 2.847 nm at \(0^\circ\), \(30^\circ\) and \(60^\circ\): the two end values differ by only about 0.5 % and the largest lies between them, so the size and shape of this trend depend on the scattering model. They also depend on \(\omega\), which is larger in films of heavy elements. For \(\omega=0.3\) the isotropic model gives an error of \(+0.70\) nm at \(30^\circ\) and a fall of about 7 % between \(0^\circ\) and \(60^\circ\). Since a wrong \(R_0\) can also cause a fall of about 4 %, as Section 6 showed, a change of a few per cent with angle is no proof of islands.

## 8. Acceptance cone and remaining limits

An analyser accepting a cone of half-angle \(10^\circ\) about \(30^\circ\), from a fixed surface area, shifts the example by \(+0.016\) nm. This is small beside the assumed 10 % error in \(L\).

In a crystalline substrate, diffraction can change the line intensity with direction. If it raises \(I_s\) by an assumed 10 % while \(R_0\) stays fixed, the reported thickness changes by \(-0.152\) nm.

Anisotropic photoemission, energy losses at the surface and a graded interface are not sized here. The numerical output below lists most of the values quoted above.

## Computed results

```
attenuation length in film L = 3.0 nm
substrate's own attenuation length = 2.5 nm
yield ratio film/substrate = 0.75
emission angle = 30 deg, cosine = 0.8660
measured ratio R = 1.50
reference ratio R0 = 0.900
R/R0 = 1.6667
ln(1+R/R0) = 0.9808
L cos(theta) = 2.5981 nm
film thickness d = 2.548 nm
film signal / thick-film signal = 0.6250
substrate signal / bare signal = 0.3750
cycles = 25, average growth = 0.102 nm/cycle
largest inversion error in simulated tests = 6.8e-07 nm
contamination layer = 0.5 nm, its length = 3.5 nm
  thickness from ratio = 2.548 nm
  thickness from substrate line alone = 2.977 nm
sensitivity dd/dlnR = 1.624 nm
shift, R up 2 % = +0.032 nm
shift, R0 up 5 % = -0.078 nm
shift, L up 10 % = +0.255 nm
shift, angle up 1 deg = -0.026 nm
shift, substrate line up 10 % = -0.152 nm
unequal lengths: film line 2.7, other 3.0 nm
  R0 for this case = 0.810
  reported for the example film = 2.647 nm
  error at 0.01 nm = +11.1 %
  error at 10 nm = +0.19 %
cone half-angle 10 deg: shift = +0.016 nm
roughness +/-0.5 nm: shift = -0.048 nm
islands: coverage = 0.8, height = 3.185 nm
  reported at 0 deg = 2.223 nm
  reported at 30 deg = 2.164 nm
  reported at 60 deg = 1.828 nm
elastic scattering: albedo = 0.15
  reported at 0 deg = 2.856 nm
  reported at 30 deg = 2.847 nm
  reported at 60 deg = 2.779 nm
  effective attenuation length at 30 deg = 2.685 nm
  thin-film limit L*sqrt(1-albedo) = 2.766 nm
  shift on halving the grid step = 3.1e-05 nm
```
